\section*{Current of a Thin-Film Transistor with Power-Law Overdrive-Dependent Mobility, part 1}

(Sections cited here and not found follow in the second part.)

\section{The current law and its saturation}

\subsection{What depends on the exponent}

A circuit calculation for a display pixel must decide how much gate-voltage range to reserve for dimming the current of a saturated transistor. If the current follows the square of the overdrive, halving the overdrive divides the current by four. If the mobility itself rises with the local overdrive to the power $\gamma$, the divisor is $2^{\gamma+2}$, which for $\gamma=0.4$ is $5.28$. Conversely, division by four then needs the overdrive to fall by a factor $4^{1/2.4}=1.78$ and not $2$. The same exponent decides which root of a measured current should be plotted against gate voltage to find the threshold.

\subsection{Conventions and assumptions}

The transistor is an n-channel device of width $W$ and channel length $L$. The coordinate $x$ runs from the source at $x=0$ to the drain at $x=L$. The source is grounded, the gate is at $V_G$ and the drain at $V_D\ge 0$. The channel potential $V(x)$ is defined by the electron quasi-Fermi energy, $E_F(x)=E_F(0)-qV(x)$ with $q>0$, so that $V(0)=0$ and $V(L)=V_D$ for ideal contacts. The source overdrive and the local overdrive are
\begin{equation}
V_{ov}=V_G-V_T>0,\qquad u(x)=V_{ov}-V(x),
\label{eq:over}
\end{equation}
where $V_T$ is the threshold voltage. The current $I$ is counted positive when it enters the drain. The assumptions are as follows.

(A1) The potential varies much more slowly along the channel than across the insulator (the gradual-channel approximation), so the charge at $x$ is fixed by the gate voltage and by $V(x)$ alone.

(A2) The threshold voltage and the insulator capacitance per area $C$ are the same everywhere in the channel.

(A3) The current is steady and none of it leaks through the gate.

(A4) The mobility depends on the local overdrive alone, through
\begin{equation}
\mu(u)=\mu_r\left(\frac{u}{V_r}\right)^{\gamma},\qquad \gamma\ge 0,
\label{eq:mob}
\end{equation}
where $\mu_r$ is the mobility at the reference overdrive $V_r$. The numbers $\gamma$, $\mu_r$ and $V_r$ do not depend on the applied voltages.

(A5) The channel is long compared with the region near the drain in which (A1) fails.

The reference voltage in \eqref{eq:mob} carries the units. Only the combination $\mu_r/V_r^{\gamma}$ enters the current, so a different choice of $V_r$ with $\mu_r$ adjusted accordingly describes the same device. The law \eqref{eq:mob} is taken here as an empirical statement, and nothing below depends on its microscopic origin.

\subsection{Lemma 1: the local current law}

Under (A1) to (A3), wherever $u>0$,
\begin{equation}
I=W\,\mu(u)\,C\,u\,\frac{dV}{dx}.
\label{eq:local}
\end{equation}

\textit{Proof.} Let $\psi$ be the electrostatic potential and $n$ the electron density. The electron current density along $+x$ is the sum of drift and diffusion,
\begin{equation}
J=-q\mu_n n\frac{d\psi}{dx}+qD\frac{dn}{dx}.
\end{equation}
For a non-degenerate electron gas $n=n_0\exp[q(\psi-V)/kT]$ with constant $n_0$, and $D=\mu_n kT/q$. Therefore
\begin{equation}
qD\frac{dn}{dx}=\mu_n kT\,n\,\frac{q}{kT}\left(\frac{d\psi}{dx}-\frac{dV}{dx}\right)
=q\mu_n n\left(\frac{d\psi}{dx}-\frac{dV}{dx}\right),
\end{equation}
and the two terms in $d\psi/dx$ cancel:
\begin{equation}
J=-q\mu_n n\frac{dV}{dx}.
\label{eq:qf}
\end{equation}
No current flows across the film thickness, so $V$ does not vary with depth. Integrating \eqref{eq:qf} over depth gives $-\mu Q\,dV/dx$ per unit width, where $Q=\int qn\,dz$ is the magnitude of the sheet charge and $\mu$ is defined as the average of $\mu_n$ weighted by that charge. The minus sign says that positive current flows towards the source, which is the direction in which $I$ is counted. Hence $I=W\mu Q\,dV/dx$.

It remains to find $Q$. The gate voltage, measured from flat band, divides into the drop $Q/C$ across the insulator and the surface potential $\psi_s$. In accumulation $\psi_s$ exceeds $V$ by an amount that varies slowly with the charge. The model treats this amount as constant and includes it in $V_T$, which gives
\begin{equation}
Q=C\,(V_G-V_T-V)=Cu .
\label{eq:charge}
\end{equation}
Inserting this in $I=W\mu Q\,dV/dx$ yields \eqref{eq:local}. The second half computes the error this causes in the saturation current when $V_T$ is chosen to give the correct source charge. If $V_T$ is instead carried over from another gate voltage, the source charge is in error as well. $\square$

If some of the charge is trapped, $Q$ contains all of it and $\mu$ is correspondingly smaller than the mobility of a free electron. The mobility in \eqref{eq:mob} is this effective one.

\subsection{Lemma 2: the current as an integral over overdrive}

For any mobility $\mu(u)$ that depends on $u$ alone,
\begin{equation}
I\,x=WC\int_{u(x)}^{V_{ov}}\mu(w)\,w\,dw .
\label{eq:integral}
\end{equation}

\textit{Proof.} In steady state without gate leakage the same $I$ crosses every section of the channel. Since $V_{ov}$ does not depend on $x$, equation \eqref{eq:over} gives $dV=-du$, and \eqref{eq:local} becomes
\begin{equation}
I\,dx=-WC\,\mu(u)\,u\,du .
\end{equation}
Integrate from the source, where $x=0$ and $u=V_{ov}$, to the point $x$. The left side gives $Ix$. On the right, exchanging the limits removes the minus sign. $\square$

\subsection{Theorem}

Let (A1) to (A5) hold and write $m=\gamma+2$.

(a) For $0\le V_D\le V_{ov}$ the current is
\begin{equation}
I=\frac{W}{L}\,\frac{C\mu_r}{mV_r^{\gamma}}
\left[V_{ov}^{m}-(V_{ov}-V_D)^{m}\right].
\label{eq:triode}
\end{equation}

(b) The local overdrive along the channel is
\begin{equation}
u(x)=\left\{V_{ov}^{m}-\left[V_{ov}^{m}-(V_{ov}-V_D)^{m}\right]\frac{x}{L}\right\}^{1/m}.
\label{eq:profile}
\end{equation}

(c) The largest current that the charge \eqref{eq:charge} can carry over the length $L$ is reached at $V_D=V_{ov}$ and equals
\begin{equation}
I_{sat}=\frac{W}{L}\,\frac{C\mu_r}{(\gamma+2)V_r^{\gamma}}\,(V_G-V_T)^{\gamma+2}.
\label{eq:sat}
\end{equation}

(d) If the charge fades smoothly near $u=0$ instead of vanishing there, the current at any fixed $V_D\ge V_{ov}$ tends to $I_{sat}$ as the voltage range of the fading tends to zero.

\textit{Proof of (a).} Put \eqref{eq:mob} into \eqref{eq:integral} and set $x=L$, where $u=V_{ov}-V_D$:
\begin{align}
IL&=\frac{WC\mu_r}{V_r^{\gamma}}\int_{V_{ov}-V_D}^{V_{ov}}w^{\gamma+1}\,dw \nonumber\\
&=\frac{WC\mu_r}{V_r^{\gamma}}\,
\frac{V_{ov}^{\gamma+2}-(V_{ov}-V_D)^{\gamma+2}}{\gamma+2}.
\end{align}
Division by $L$ gives \eqref{eq:triode}.

\textit{Proof of (b).} The same integral taken to an interior point gives
\begin{equation}
Ix=\frac{WC\mu_r}{mV_r^{\gamma}}\left[V_{ov}^{m}-u(x)^{m}\right].
\end{equation}
Dividing this by the result for $x=L$ removes the common factor:
\begin{equation}
\frac{x}{L}=\frac{V_{ov}^{m}-u(x)^{m}}{V_{ov}^{m}-(V_{ov}-V_D)^{m}} .
\end{equation}
Solving for $u(x)$ gives \eqref{eq:profile}.

\textit{Proof of (c).} The integrand $w^{\gamma+1}$ is positive for $w>0$, so the current grows as the lower limit $V_{ov}-V_D$ falls, until that limit is zero. The bracket in \eqref{eq:triode} is then $V_{ov}^{m}$, which gives \eqref{eq:sat}. Suppose now that a current $I>I_{sat}$ is imposed. By \eqref{eq:integral} with $u=0$, the charge would be exhausted at
\begin{equation}
x_0=\frac{WC\mu_r V_{ov}^{m}}{mV_r^{\gamma}I}=L\,\frac{I_{sat}}{I}<L ,
\label{eq:exhaust}
\end{equation}
and no charge would be left to carry the current from $x_0$ to the drain.

\textit{Proof of (d).} Replace $u$ in both the charge and the mobility by
\begin{equation}
h_s(u)=s\ln\left(1+e^{u/s}\right),\qquad s>0,
\end{equation}
which approaches $u$ for $u\gg s$ and $s\,e^{u/s}$ for $u\ll -s$. The channel now conducts everywhere, and the argument of Lemma 2 gives, for any $V_D$,
\begin{equation}
I_s=\frac{W}{L}\frac{C\mu_r}{V_r^{\gamma}}\int_{V_{ov}-V_D}^{V_{ov}}h_s(w)^{\gamma+1}\,dw .
\label{eq:smooth}
\end{equation}
For $w\ge0$ write $h_s(w)=w+s\ln(1+e^{-w/s})$. For $w<0$ the definition itself is $s\ln(1+e^{-|w|/s})$. In both cases
\begin{equation}
0\le h_s(w)-\max(w,0)\le s\ln2 .
\end{equation}
Thus $h_s$ tends to $\max(w,0)$ uniformly as $s\to0$. Only this uniform limit is used below, so any other non-negative fading function with the same limit gives the same result. The power $\gamma+1$ is a continuous function, and the interval of integration is finite, so the integral tends to that of $\max(w,0)^{\gamma+1}$. The part with $w<0$ then contributes nothing, and the rest is $V_{ov}^{m}/m$. $\square$

\subsection{Remarks on the result}

\textit{Where the powers come from.} The charge supplies one power of overdrive and the mobility supplies $\gamma$. The last power comes from the range of channel potential over which the product is integrated. The variable in the power law is $V_G-V_T$. Against $V_G$ itself the logarithmic slope is
\begin{equation}
\frac{d\ln I_{sat}}{d\ln V_G}=\frac{(\gamma+2)V_G}{V_G-V_T},
\end{equation}
which depends on bias and exceeds $\gamma+2$ when $V_T>0$.

\textit{Comparison with the square law.} Collecting $\mu_r(V_{ov}/V_r)^{\gamma}=\mu(V_{ov})$ in \eqref{eq:sat} gives
\begin{equation}
I_{sat}=\frac{W}{L}\,C\,\mu(V_{ov})\,\frac{V_{ov}^{2}}{\gamma+2}.
\label{eq:satmu}
\end{equation}
For $\gamma=0$ this is the square law. For $\gamma>0$ it is smaller, by the factor $2/(\gamma+2)$, than a square law evaluated with the mobility at the source, because the mobility falls towards the drain. A model that gave the whole channel the source mobility $\mu(V_{ov})$ would have the same exponent $\gamma+2$. The exponent alone therefore does not show that the mobility varies along the channel; the prefactor differs.

\textit{Small drain voltage.} The binomial expansion
\begin{equation}
(V_{ov}-V_D)^m=V_{ov}^m-mV_{ov}^{m-1}V_D+\tfrac12m(m-1)V_{ov}^{m-2}V_D^2-\dots
\end{equation}
turns \eqref{eq:triode} into
\begin{equation}
I=\frac{W}{L}C\mu(V_{ov})V_{ov}V_D\left[1-\frac{(\gamma+1)V_D}{2V_{ov}}+\dots\right].
\label{eq:linear}
\end{equation}
The leading term is the current of a uniform channel, as it must be when the charge hardly varies from end to end.

\textit{Approach to saturation.} Differentiating \eqref{eq:triode} with respect to $V_D$ at fixed $V_G$ gives the output conductance $(W/L)C\mu(u_D)u_D$ with $u_D=V_{ov}-V_D$. It falls to zero at $V_D=V_{ov}$, so the current joins the plateau without a kink.

\subsection{Worked example}

Take $W=50$~\textmu m, $L=20$~\textmu m, an insulator of thickness $t_i=300$~nm and relative permittivity 7.0, $V_G=14$~V, $V_T=2$~V, $\gamma=0.4$, and $\mu_r=0.50$~cm$^2$/Vs at $V_r=10$~V. The overdrive is 12~V. The capacitance is the permittivity divided by $t_i$, which gives $C=20.66$~nF/cm$^2$. The mobility at the source is $0.50\times1.2^{0.4}=0.538$~cm$^2$/Vs. Equation \eqref{eq:satmu} gives
\begin{equation}
I_{sat}=2.5\times(20.66\times10^{-9})\times0.538\times\frac{12^2}{2.4}\ \text{A}
=1.67\ \text{\textmu A}.
\end{equation}
The square law with the source mobility would give $1.67/0.833=2.0$~\textmu A. At $V_D=6$~V the bracket in \eqref{eq:triode} is $1-0.5^{2.4}=0.811$ of its saturated value, so $I=1.35$~\textmu A.

Two calculations that do not use the integrated formula test it. In the first, the channel is divided into 80 resistors, each with the conductance belonging to its mean potential, and the node potentials are solved for equal current in all of them. At $V_D=6$~V the result is 1.3509~\textmu A, the same as the formula to all digits given. In the second, the local law \eqref{eq:local} is followed from the source with an imposed current. With $I_{sat}$ the charge has fallen to 2\% of its source value at $x/L=0.99992$; with $1.02\,I_{sat}$ this happens at $0.98031$, in agreement with \eqref{eq:exhaust}.

The plateau was tested by evaluating \eqref{eq:smooth} by quadrature with $s=50$~mV. Drain voltages of 13, 20 and 30~V all give 1.6667~\textmu A. Halving the overdrive to 6~V at $V_D=20$~V gives 0.3158~\textmu A, and the ratio 5.28 corresponds to an exponent of 2.400. This tests the one-dimensional model only. In it the drain voltage beyond $V_{ov}$ falls across about 0.05~nm, which would require fields of hundreds to thousands of MV/cm, so the flat plateau is a property of the model and not of a device; the real end region is discussed in the second half.

In saturation, \eqref{eq:profile} reduces to $u=V_{ov}(1-x/L)^{1/m}$. Half-way along the channel the overdrive is still 8.99~V. The source half of the channel thus drops 3.0~V and the drain half 9.0~V, because the drain half has both less charge and a lower mobility.

\section{Measurement, corrections and limits}

\subsection{Symbols and results carried over}

The channel has width $W$, length $L$ and insulator capacitance per area $C$. The source overdrive is $V_{ov}=V_G-V_T$, the channel potential is $V(x)$, and the local overdrive is $u=V_{ov}-V$. The sheet charge has magnitude $Q=Cu$, the mobility is $\mu(u)=\mu_r(u/V_r)^{\gamma}$, and $m=\gamma+2$. For any mobility that depends on $u$ alone, the saturation current is
\begin{equation}
I_{sat}=\frac{W}{L}C\int_0^{V_{ov}}\mu(u)\,u\,du ,
\label{eq:gen}
\end{equation}
and for the power law this is
\begin{equation}
I_{sat}=\frac{W}{L}C\,\mu(V_{ov})\frac{V_{ov}^2}{m}\ \propto\ V_{ov}^{\gamma+2}.
\label{eq:sat2}
\end{equation}
The example has $W=50$~\textmu m, $L=20$~\textmu m, $t_i=300$~nm, $V_G=14$~V, $V_T=2$~V, $\gamma=0.4$, $\mu(V_{ov})=0.538$~cm$^2$/Vs and $I_{sat}=1.67$~\textmu A, at 300~K.

\subsection{Proposition 1: the local mobility from the transconductance}

Let $g_m=dI_{sat}/dV_G$ at a fixed drain voltage that keeps the device saturated. For any continuous $\mu(u)$,
\begin{equation}
\mu(V_{ov})=\frac{L\,g_m}{WC\,V_{ov}} .
\label{eq:gm}
\end{equation}
If $I_{sat}\propto V_{ov}^{m}$ over some interval of overdrive, then $\mu\propto V_{ov}^{m-2}$ over that interval.

\textit{Proof.} With $V_T$ fixed, $dV_{ov}=dV_G$. The derivative of the integral \eqref{eq:gen} with respect to its upper limit is the integrand there, so $g_m=(W/L)C\mu(V_{ov})V_{ov}$. For the second statement, $g_m\propto V_{ov}^{m-1}$, and division by $V_{ov}$ leaves $V_{ov}^{m-2}$. $\square$

The second statement is the converse of the scaling law. Within this model, and with the correct threshold, a measured exponent $\gamma+2$ implies a mobility exponent $\gamma$.

Within the gradual-channel model, a mobility that rises as the power $\gamma$ of the local overdrive gives a saturation current proportional to $(V_G-V_T)^{\gamma+2}$, and the transconductance in saturation returns the local mobility at the source. It remains to see what the common extraction methods return when $\gamma>0$, and how far the surface potential, the drain end, contacts, threshold drift, temperature and insulator field alter or limit the result.
